# Steady Vacancy Accumulation in a Blocked Film and the Thermal Length: verification in Python

```python
"""Steady charged vacancies in a film with two ion-blocking faces.

Result under test: n(x) is proportional to exp(-x/ell), with
ell = kT/(z e F) = (thermal voltage)/(z F).
x: distance from the cathode; z: vacancy charge number; F: field magnitude;
L: film thickness; a: hopping-plane spacing; N: vacancies per area;
D: diffusion coefficient; s = z e N/(permittivity F): self-field strength.
Lengths are in nm and times in s unless a name says otherwise.
"""
import numpy as np
from scipy.constants import k, e, epsilon_0
from scipy.integrate import solve_bvp, simpson
from scipy.linalg import expm

charge_number = 2
temperature = 300.0
thickness = 10.0
spacing = 0.25
planes = 40
relative_permittivity = 30.0
areal_density = 2.0e13       # m^-2
diffusion_m2 = 1.0e-20       # m^2/s
diffusion = diffusion_m2 * 1e18
fields = [1.0e6, 1.0e7, 1.0e8]  # V/m
thermal_voltage = k * temperature / e


def generator(size, away, toward):
    """Conservative nearest-neighbour rate matrix; index 0 is the cathode."""
    matrix = np.zeros((size, size))
    for i in range(size - 1):
        matrix[i + 1, i] += away
        matrix[i, i] -= away
        matrix[i, i + 1] += toward
        matrix[i + 1, i + 1] -= toward
    return matrix


def stationary(matrix):
    system = matrix / np.max(np.abs(matrix))
    system[-1, :] = 1.0
    right = np.zeros(len(matrix))
    right[-1] = 1.0
    return np.linalg.solve(system, right)


def drift_diffusion_matrix(size, length):
    """Central-difference flux -D(n' + n/length), zero at both faces."""
    h = thickness / size
    return generator(size,
                     diffusion / h**2 - diffusion / (2 * length * h),
                     diffusion / h**2 + diffusion / (2 * length * h))


def mean_depth(length):
    return length - thickness / np.expm1(thickness / length)


def hopping_matrix(size, z, field):
    work = z * e * field * spacing * 1e-9 / (k * temperature)
    return generator(size, np.exp(-work / 2), np.exp(work / 2))


def self_consistent(length, strength):
    """Solve zero flux with Poisson's equation at fixed mean field.

    Position is in units of length, field in units of its mean, and the
    density integrates to one.
    """
    span = thickness / length

    def equations(x, y):
        density, field, enclosed, voltage = y
        return np.vstack((-field * density, -strength * density,
                          density, field))

    def boundaries(left, right):
        return np.array([left[2], right[2] - 1, left[3], right[3] - span])

    x = np.linspace(0, span, 401)
    norm = -np.expm1(-span)
    guess = np.vstack((np.exp(-x) / norm, np.ones_like(x),
                       -np.expm1(-x) / norm, x))
    answer = solve_bvp(equations, boundaries, x, guess,
                       tol=1e-8, max_nodes=50000)
    assert answer.success
    fine = np.linspace(0, span, 4001)
    y = answer.sol(fine)
    depth = length * simpson(fine * y[0], x=fine)
    contact_length = length / (y[0, 0] - y[0, -1])
    return depth, contact_length, y[1, 0], y[0, -1] / y[0, 0]


print(f"Charge number z = {charge_number}; temperature = {temperature:.0f} K")
print(f"Film thickness = {thickness:.2f} nm; plane spacing = {spacing:.2f} nm")
print(f"Relative permittivity = {relative_permittivity:.0f}")
print(f"Vacancies per area N = {areal_density:.2e} m^-2")
print(f"Mean volume density = {areal_density/(thickness*1e-9):.3e} m^-3")
print(f"Plane occupancy bound N a^2 = "
      f"{areal_density*(spacing*1e-9)**2:.2e} (one site per a^2)")
print(f"Thermal voltage = {1000*thermal_voltage:.3f} mV")

for field in fields:
    voltage_length = thermal_voltage / field * 1e9
    ell = voltage_length / charge_number
    cells = 800
    h = thickness / cells
    x = (np.arange(cells) + 0.5) * h
    probability = stationary(drift_diffusion_matrix(cells, ell))
    contact = 1 / (ell * -np.expm1(-thickness / ell))
    formula = contact * np.exp(-x / ell)
    error = np.max(np.abs(probability / h - formula)) / contact
    assert error < 0.25 * (h / ell)**2 + 1e-8
    depth_numeric = np.sum(x * probability)
    assert abs(depth_numeric / mean_depth(ell) - 1) < 1e-3

    # The hopping rates contain the work per hop, not a decay length.
    for z in (1, 2):
        occupation = stationary(hopping_matrix(planes, z, field))
        envelope = spacing / np.log(occupation[0] / occupation[1])
        assert abs(envelope * z / voltage_length - 1) < 1e-7
    position = (np.arange(planes) + 0.5) * spacing
    lattice_depth = np.sum(position * occupation)
    coth_length = spacing / 2 / np.tanh(spacing / (2 * ell))
    lattice_formula = coth_length - thickness / np.expm1(thickness / ell)
    assert abs(lattice_depth / lattice_formula - 1) < 1e-7

    # Spread a packet far from walls to measure its drift and diffusion.
    size, start, duration = 161, 80, 1.0
    spread = expm(hopping_matrix(size, charge_number, field)
                  * duration)[:, start]
    displacement = (np.arange(size) - start) * spacing
    average = np.sum(displacement * spread)
    variance = np.sum((displacement - average)**2 * spread)
    speed = -average / duration
    spreading = variance / (2 * duration)
    work = spacing / ell
    assert abs(speed / (2 * spacing * np.sinh(work / 2)) - 1) < 1e-7
    assert abs(spreading / (spacing**2 * np.cosh(work / 2)) - 1) < 1e-7
    packet_length = spreading / speed
    assert abs(packet_length / coth_length - 1) < 1e-7

    strength = (charge_number * e * areal_density
                / (relative_permittivity * epsilon_0 * field))
    print(f"Field = {field/1e8:.2f} MV/cm; voltage = "
          f"{field*thickness*1e-9:.3f} V")
    print(f"  V_T/F = {voltage_length:.4f} nm; ell = {ell:.4f} nm")
    print(f"  L/ell = {thickness/ell:.4f}; a/ell = {spacing/ell:.4f}")
    print(f"  Continuum mean depth = {mean_depth(ell):.4f} nm")
    print(f"  Hopping envelope length = {envelope:.4f} nm")
    print(f"  Hopping mean depth from wall = {lattice_depth:.4f} nm")
    print(f"  Hopping D(F)/v(F) = {packet_length:.4f} nm")
    print(f"  Next-plane/first-plane ratio = "
          f"{occupation[1]/occupation[0]:.4f}")
    print(f"  Continuum density at cathode = "
          f"{areal_density*contact*1e9:.3e} m^-3")
    print(f"  Self-field strength s = {strength:.5f}")

    if field == fields[1]:
        edges = np.linspace(0, thickness, cells + 1)
        cumulative = np.r_[0, np.cumsum(probability)]
        for name, distance in (("ell", ell), ("V_T/F", voltage_length)):
            inside = np.interp(distance, edges, cumulative)
            expected = np.expm1(-distance/ell) / np.expm1(-thickness/ell)
            assert abs(inside - expected) < 1e-3
            print(f"  Fraction within {name} = {expected:.4f}")

middle_field = fields[1]
middle_length = thermal_voltage / middle_field * 1e9 / charge_number
eigenvalues = np.linalg.eigvals(drift_diffusion_matrix(300, middle_length))
rates = np.sort(-eigenvalues.real)
assert abs(rates[0]) < 1e-6 * rates[1]
for mode in (1, 2, 3):
    expected = diffusion * (1/(4*middle_length**2)
                            + (mode*np.pi/thickness)**2)
    assert abs(rates[mode] / expected - 1) < 1e-3
slowest = diffusion * (1/(4*middle_length**2) + (np.pi/thickness)**2)
print(f"Diffusion coefficient = {diffusion_m2:.1e} m^2/s")
print(f"Slowest relaxation time at 0.10 MV/cm = {1/slowest:.1f} s")

for density in (areal_density, 100 * areal_density):
    strength = (charge_number * e * density
                / (relative_permittivity * epsilon_0 * middle_field))
    depth, contact_length, wall_field, end_ratio = self_consistent(
        middle_length, strength)
    expected_contact = middle_length / (
        1 + strength * (0.5 - depth / thickness))
    expected_field = 1 + strength * (1 - depth / thickness)
    assert abs(contact_length / expected_contact - 1) < 1e-5
    assert abs(wall_field / expected_field - 1) < 1e-5
    assert abs(end_ratio / np.exp(-thickness/middle_length) - 1) < 1e-3
    print(f"Self-field case at 0.10 MV/cm: N = {density:.2e} m^-2")
    print(f"  s = {strength:.5f}; cathode field/F = {wall_field:.5f}")
    print(f"  N/[n(0)-n(L)] = {contact_length:.4f} nm; "
          f"mean depth = {depth:.4f} nm")

unit_density = (relative_permittivity * epsilon_0 * middle_field
                / (charge_number * e))
print(f"Areal density for s = 1 at 0.10 MV/cm = {unit_density:.3e} m^-2")
print("verified")
```

Printed output:

```
Charge number z = 2; temperature = 300 K
Film thickness = 10.00 nm; plane spacing = 0.25 nm
Relative permittivity = 30
Vacancies per area N = 2.00e+13 m^-2
Mean volume density = 2.000e+21 m^-3
Plane occupancy bound N a^2 = 1.25e-06 (one site per a^2)
Thermal voltage = 25.852 mV
Field = 0.01 MV/cm; voltage = 0.010 V
  V_T/F = 25.8520 nm; ell = 12.9260 nm
  L/ell = 0.7736; a/ell = 0.0193
  Continuum mean depth = 4.3616 nm
  Hopping envelope length = 12.9260 nm
  Hopping mean depth from wall = 4.3620 nm
  Hopping D(F)/v(F) = 12.9264 nm
  Next-plane/first-plane ratio = 0.9808
  Continuum density at cathode = 2.872e+21 m^-3
  Self-field strength s = 0.02413
Field = 0.10 MV/cm; voltage = 0.100 V
  V_T/F = 2.5852 nm; ell = 1.2926 nm
  L/ell = 7.7363; a/ell = 0.1934
  Continuum mean depth = 1.2882 nm
  Hopping envelope length = 1.2926 nm
  Hopping mean depth from wall = 1.2923 nm
  Hopping D(F)/v(F) = 1.2966 nm
  Next-plane/first-plane ratio = 0.8241
  Continuum density at cathode = 1.548e+22 m^-3
  Self-field strength s = 0.00241
  Fraction within ell = 0.6324
  Fraction within V_T/F = 0.8650
Field = 1.00 MV/cm; voltage = 1.000 V
  V_T/F = 0.2585 nm; ell = 0.1293 nm
  L/ell = 77.3635; a/ell = 1.9341
  Continuum mean depth = 0.1293 nm
  Hopping envelope length = 0.1293 nm
  Hopping mean depth from wall = 0.1672 nm
  Hopping D(F)/v(F) = 0.1672 nm
  Next-plane/first-plane ratio = 0.1446
  Continuum density at cathode = 1.547e+23 m^-3
  Self-field strength s = 0.00024
Diffusion coefficient = 1.0e-20 m^2/s
Slowest relaxation time at 0.10 MV/cm = 402.7 s
Self-field case at 0.10 MV/cm: N = 2.00e+13 m^-2
  s = 0.00241; cathode field/F = 1.00210
  N/[n(0)-n(L)] = 1.2914 nm; mean depth = 1.2878 nm
Self-field case at 0.10 MV/cm: N = 2.00e+15 m^-2
  s = 0.24127; cathode field/F = 1.21108
  N/[n(0)-n(L)] = 1.1854 nm; mean depth = 1.2514 nm
Areal density for s = 1 at 0.10 MV/cm = 8.290e+15 m^-2
verified
```
